# Hückel pi bonding in the square-planar Te4 2+ ion: a numerical check

```python
# Result under test: a square of four p(pi) orbitals holding six electrons,
# as in Te4 2+, has a closed shell and Coulson pi bond order 1/2 per edge.
# Symbols: alpha = site energy, beta < 0 = edge resonance integral,
# beta_cross = resonance integral across the square, P = density matrix,
# P[r,s] = sum of occupation * c_r * c_s (Coulson bond order for r != s).
# The model is compared with a PBE/def2-SVP calculation of the free ion.
import numpy as np
from scipy import constants as const
from pyscf import gto, dft, fci

HARTREE_EV = const.value("Hartree energy in eV")
BOHR_NM = const.value("Bohr radius") * 1e9
K_B_EV = const.k / const.e


def ring(alpha, edges, cross=0.0):
    """Hamiltonian of the square; edges lists bonds 12, 23, 34, 41."""
    h = alpha * np.eye(4)
    for r in range(4):
        s = (r + 1) % 4
        h[r, s] = h[s, r] = edges[r]
    h[0, 2] = h[2, 0] = h[1, 3] = h[3, 1] = cross
    return h


def fill(h, electrons):
    """Energy and density matrix with the lowest orbitals doubly filled."""
    e, c = np.linalg.eigh(h)
    n = electrons // 2
    return 2 * e[:n].sum(), 2 * c[:, :n] @ c[:, :n].T


# ---- Huckel model in units of |beta|, alpha = 0 ----
h0 = ring(0.0, [-1.0] * 4)
levels, vectors = np.linalg.eigh(h0)
formula = np.sort([-2 * np.cos(np.pi * k / 2) for k in range(4)])
assert np.allclose(levels, formula, atol=1e-12)
energy6, P = fill(h0, 6)
assert levels[3] - levels[2] > 1.9          # closed shell
assert np.isclose(energy6, -4)
assert np.allclose(np.diag(P), 1.5)
assert np.allclose([P[r, (r + 1) % 4] for r in range(4)], 0.5)
assert np.allclose([P[0, 2], P[1, 3]], -0.5)

# bond order from the response of the energy to one edge integral
step = 1e-4
e_plus = fill(ring(0, [-1 + step, -1, -1, -1]), 6)[0]
e_minus = fill(ring(0, [-1 - step, -1, -1, -1]), 6)[0]
response_order = (e_plus - e_minus) / (4 * step)
assert abs(response_order - 0.5) < 1e-6

# one localized pi bond and two pi lone pairs
energy_local = fill(ring(0, [-1.0, 0, 0, 0]), 6)[0]
assert np.isclose(energy_local - energy6, 2)

# four electrons averaged over the degenerate pair: same edge order
P4 = vectors @ np.diag([2, 1, 1, 0]) @ vectors.T
assert np.isclose(P4[0, 1], 0.5)

# alternating edges: linear gain for four electrons, none for six
for d in (-0.1, 0.05, 0.1):
    h_rect = ring(0, [-(1 + d), -(1 - d), -(1 + d), -(1 - d)])
    e6, p6 = fill(h_rect, 6)
    e4 = fill(h_rect, 4)[0]
    assert np.isclose(e6, -4) and np.isclose(p6[0, 1], 0.5)
    assert np.isclose(e4, -4 * (1 + abs(d)))
rect_e6, rect_e4 = e6, e4

# cross-ring coupling: edge order kept below |beta|, lost above it
assert np.isclose(fill(ring(0, [-1.0] * 4, -0.9), 6)[1][0, 1], 0.5)
e_strong, c_strong = np.linalg.eigh(ring(0, [-1.0] * 4, -1.1))
alternating = np.array([1, -1, 1, -1]) / 2
assert abs(c_strong[:, 1] @ alternating) > 0.999

# ---- Free Te4 2+ ion, PBE/def2-SVP with effective core potential ----
edge_nm = 0.27
radius = edge_nm / np.sqrt(2) / BOHR_NM
sites = radius * np.array([[1, 0, 0], [0, 1, 0], [-1, 0, 0], [0, -1, 0]])
mol = gto.M(atom=[("Te", tuple(x)) for x in sites], unit="Bohr", charge=2,
            spin=0, basis="def2-svp", ecp="def2-svp", verbose=0)
mf = dft.RKS(mol).density_fit(auxbasis="def2-svp-jkfit")
mf.xc = "pbe"
mf.grids.level = 1
mf.conv_tol = 1e-8
mf.kernel()
assert mf.converged

# pi orbitals are odd under reflection in the molecular plane
odd_names = {"z", "xz", "yz", "z^3", "xyz", "zx^2"}
odd_ao = np.array([lab[3] in odd_names for lab in mol.ao_labels(fmt=None)])
C, S = mf.mo_coeff, mol.intor("int1e_ovlp")
C_odd = C * odd_ao[:, None]
odd_weight = np.einsum("pi,pq,qi->i", C_odd, S, C_odd)
assert np.all(np.minimum(odd_weight, 1 - odd_weight) < 0.01)
is_pi = odd_weight > 0.5
eps = mf.mo_energy * HARTREE_EV
occupied = mf.mo_occ > 1
inner_limit_ev = -30.0      # tellurium 4p and 4d shells lie below this
pi_occ = np.where(is_pi & occupied & (eps > inner_limit_ev))[0]
pi_virt = np.where(is_pi & ~occupied)[0]
assert len(pi_occ) == 3     # six valence pi electrons
active = np.append(pi_occ, pi_virt[0])
e_a, e_e1, e_e2, e_b = eps[active]
assert abs(e_e1 - e_e2) < 0.01 and e_a < e_e1 < e_b
e_e = (e_e1 + e_e2) / 2

# orbital patterns sampled above the four atoms
points = sites + np.array([0, 0, 0.15 / BOHR_NM])
U = mol.eval_gto("GTOval_sph", points) @ C[:, active]
U = U / np.linalg.norm(U, axis=0)
assert np.allclose(U.T @ U, np.eye(4), atol=0.01)
assert abs(U[:, 0].sum() / 2) > 0.99
assert abs(U[:, 3] @ alternating) > 0.99
P_ion = U @ np.diag([2, 2, 2, 0]) @ U.T
assert abs(P_ion[0, 1] - 0.5) < 0.01

# effective parameters from the three distinct pi levels
beta = -(e_b - e_a) / 4
beta_cross = -((e_e - e_a) - (e_b - e_e)) / 4
alpha = (e_a + 2 * e_e + e_b) / 4
rebuilt = np.linalg.eigvalsh(ring(alpha, [beta] * 4, beta_cross))
assert np.allclose(rebuilt, [e_a, e_e, e_e, e_b], atol=1e-8)
assert abs(beta_cross) < abs(beta)

# repulsion: full configuration interaction, six electrons in four orbitals
core = np.setdiff1d(np.where(occupied)[0], pi_occ)
dm_core = 2 * C[:, core] @ C[:, core].T
J, K = mf.with_df.get_jk(dm_core, hermi=1)
C_act = np.ascontiguousarray(C[:, active])
h_act = C_act.T @ (mf.get_hcore() + J - K / 2) @ C_act
eri_act = mf.with_df.ao2mo(C_act)
_, ci = fci.direct_spin1.kernel(h_act, eri_act, 4, (3, 3))
spin_sq = fci.spin_op.spin_square0(ci, 4, (3, 3))[0]
assert abs(spin_sq) < 1e-4  # lowest state is a singlet
gamma = fci.direct_spin1.make_rdm1(ci, 4, (3, 3))
P_corr = U @ gamma @ U.T
edge_corr = np.mean([P_corr[r, (r + 1) % 4] for r in range(4)])
assert abs(edge_corr - (gamma[0, 0] - gamma[3, 3]) / 4) < 0.01
assert 0.4 < edge_corr < 0.501

# spin-orbit: squared coupling of p_z to in-plane p orbitals is zeta^2/2
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[i, j, k], L[i, k, j] = -1j, 1j
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
LS = sum(np.kron(L[i], pauli[i] / 2) for i in range(3))
pz_up = np.kron([0, 0, 1], [1, 0])
coupling_sq = np.linalg.norm(LS @ pz_up) ** 2
assert np.isclose(coupling_sq, 0.5) and abs(pz_up @ LS @ pz_up) < 1e-12
zeta_ev = 0.5
sigma_homo = eps[~is_pi & occupied].max()
sigma_lumo = eps[~is_pi & ~occupied].min()
mix_a = coupling_sq * zeta_ev**2 / (sigma_lumo - e_a) ** 2
mix_b = coupling_sq * zeta_ev**2 / (e_b - sigma_homo) ** 2
so_change = (mix_a + mix_b) / 2

# thermal promotion: four electrons, two empty spin orbitals
temperature = 300.0
thermal = 8 * np.exp(-(e_b - e_e) / (K_B_EV * temperature))
assert thermal < 1e-6

print("HUCKEL MODEL (alpha = 0, energies in |beta|)")
print("levels:", " ".join(f"{x + 0.0:.3f}" for x in np.round(levels, 9) + 0.0))
print(f"pi energy, six electrons: {energy6:.3f}")
print(f"pi energy, one localized bond: {energy_local:.3f}")
print(f"pi electrons per site: {P[0, 0]:.3f}")
print(f"Coulson order, edge: {P[0, 1]:.3f}")
print(f"Coulson order, diagonal: {P[0, 2]:.3f}")
print(f"edge order from energy response: {response_order:.6f}")
print(f"edge order, four electrons averaged: {P4[0, 1]:.3f}")
pair_count = (2 * (levels < -1e-6).sum()) / 2 / 4
print(f"pair-count pi order per edge: {pair_count:.3f}")
print(f"edge alternation d = {d:.2f}:")
print(f"  six-electron energy: {rect_e6:.3f}")
print(f"  four-electron energy: {rect_e4:.3f}")
print("FREE Te4 2+ ION, PBE/def2-SVP")
print(f"edge length (rough input): {edge_nm:.2f} nm")
print(f"filled valence pi orbitals: {len(pi_occ)}")
print(f"lowest pi level: {e_a:.2f} eV")
print(f"degenerate pi pair: {e_e:.2f} eV")
print(f"empty pi level: {e_b:.2f} eV")
print(f"highest filled in-plane level: {sigma_homo:.2f} eV")
print(f"lowest empty in-plane level: {sigma_lumo:.2f} eV")
print(f"lower pi spacing: {e_e - e_a:.2f} eV")
print(f"upper pi spacing: {e_b - e_e:.2f} eV")
print(f"edge order from orbital patterns: {P_ion[0, 1]:.3f}")
print(f"alpha: {alpha:.2f} eV")
print(f"beta: {beta:.3f} eV")
print(f"Huckel gap 2|beta|: {2 * abs(beta):.2f} eV")
print(f"pi bonding energy 4|beta|: {4 * abs(beta):.2f} eV")
print(f"delocalization energy 2|beta|: {2 * abs(beta):.2f} eV")
print("NEGLECTED EFFECTS")
print(f"effective cross-ring beta': {beta_cross:.3f} eV")
print(f"ratio beta'/beta: {beta_cross / beta:.3f}")
print(f"correlated occupation, lowest pi: {gamma[0, 0]:.3f}")
print(f"correlated occupation, highest pi: {gamma[3, 3]:.3f}")
print(f"correlated edge order: {edge_corr:.3f}")
print(f"spin squared of lowest state: {abs(spin_sq):.3f}")
print(f"spin-orbit constant (rough input): {zeta_ev:.1f} eV")
print(f"spin-orbit change of edge order, about: {so_change:.4f}")
print(f"temperature: {temperature:.0f} K")
print(f"thermal promotion weight: {thermal:.1e}")
print("all assertions hold")
```

Running it gives:

```
HUCKEL MODEL (alpha = 0, energies in |beta|)
levels: -2.000 0.000 0.000 2.000
pi energy, six electrons: -4.000
pi energy, one localized bond: -2.000
pi electrons per site: 1.500
Coulson order, edge: 0.500
Coulson order, diagonal: -0.500
edge order from energy response: 0.500000
edge order, four electrons averaged: 0.500
pair-count pi order per edge: 0.250
edge alternation d = 0.10:
  six-electron energy: -4.000
  four-electron energy: -4.400
FREE Te4 2+ ION, PBE/def2-SVP
edge length (rough input): 0.27 nm
filled valence pi orbitals: 3
lowest pi level: -17.38 eV
degenerate pi pair: -15.62 eV
empty pi level: -13.87 eV
highest filled in-plane level: -17.15 eV
lowest empty in-plane level: -13.52 eV
lower pi spacing: 1.76 eV
upper pi spacing: 1.75 eV
edge order from orbital patterns: 0.500
alpha: -15.62 eV
beta: -0.879 eV
Huckel gap 2|beta|: 1.76 eV
pi bonding energy 4|beta|: 3.51 eV
delocalization energy 2|beta|: 1.76 eV
NEGLECTED EFFECTS
effective cross-ring beta': -0.002 eV
ratio beta'/beta: 0.002
correlated occupation, lowest pi: 2.000
correlated occupation, highest pi: 0.230
correlated edge order: 0.442
spin squared of lowest state: 0.000
spin-orbit constant (rough input): 0.5 eV
spin-orbit change of edge order, about: 0.0100
temperature: 300 K
thermal promotion weight: 2.8e-29
all assertions hold
```
